\section*{First Overtone of the N-H Stretch in Silicon Nitride Waveguides}

\section{Problem}

A silicon nitride waveguide film contains hydrogen bound to nitrogen. The fundamental absorption of the N-H stretch, the transition from $v=0$ to $v=1$, is observed at $\nu_{01}=3350\ \mathrm{cm^{-1}}$. Treat each bond as an isolated Morse oscillator with levels, in wavenumbers,
\begin{equation}
G(v)=W\left(v+\tfrac12\right)-X\left(v+\tfrac12\right)^2 ,\qquad v=0,1,2,\dots
\label{eq:G}
\end{equation}
Here $W$ is the harmonic wavenumber and $X=70\ \mathrm{cm^{-1}}$ is the anharmonicity. At what vacuum wavelength does the first overtone, $v=0\to2$, absorb? How much of a waveguide's operating band does it affect, and how far can the answer be trusted?

\section{A tempting solution}

The overtone wavenumber is a difference of two levels:
\begin{align}
\nu_{02}&=G(2)-G(0)\nonumber\\
&=\left(\tfrac52-\tfrac12\right)W-\left(\tfrac{25}{4}-\tfrac14\right)X=2W-6X .
\label{eq:n02}
\end{align}
The stretch has wavenumber 3350 and the anharmonicity is 70, so
\begin{equation}
\nu_{02}=2(3350)-6(70)=6280\ \mathrm{cm^{-1}},\qquad
\lambda=\frac{10^7}{6280}\ \mathrm{nm}=1592.4\ \mathrm{nm}.
\label{eq:wrong}
\end{equation}
The band would then lie well to the long-wavelength side of 1550 nm.

\section{Where it fails}

Equation \eqref{eq:n02} is correct. The fault is the substitution $W=3350\ \mathrm{cm^{-1}}$. The same level formula gives for the fundamental
\begin{equation}
\nu_{01}=G(1)-G(0)=W-\left(\tfrac94-\tfrac14\right)X=W-2X .
\label{eq:n01}
\end{equation}
With $W=3350$ this is $3210\ \mathrm{cm^{-1}}$, which contradicts the datum. The quantity $W$ describes infinitesimal vibrations at the bottom of the well and is not the position of the fundamental line. The observed line already contains an anharmonic lowering of $2X$, and the tempting solution subtracts that lowering again, once for each of the two quanta. Its error is $4X=280\ \mathrm{cm^{-1}}$, or 68 nm.

The wrong number does belong to a transition of the correct oscillator. From \eqref{eq:G}, $G(3)-G(1)=2W-10X$, and with $W=\nu_{01}+2X$ this equals $2\nu_{01}-6X=6280\ \mathrm{cm^{-1}}$. It is the hot band $1\to3$, which starts from an excited bond. At 300 K the population of $v=1$ relative to $v=0$ is $1.1\times10^{-7}$, so this line is negligible beside the overtone from the ground state.

\section{Correct solution}

\subsection{The levels}

Let $x$ be the bond extension, $\mu$ the reduced mass, and $hcD(1-e^{-ax})^2$ the potential energy, with $D$ a wavenumber. The coordinate is taken over the whole line. Dividing the Hamiltonian by $hc$ and setting $q=ax$ gives
\begin{equation}
H=-X\frac{d^2}{dq^2}+D\left(1-e^{-q}\right)^2,\qquad
X=\frac{\hbar^2a^2}{2\mu hc}.
\label{eq:H}
\end{equation}
That this $X$ is the anharmonicity in \eqref{eq:G} has to be shown. The force constant is $2hcDa^2$, so the harmonic angular frequency satisfies $\omega^2=2hcDa^2/\mu$. With $W=\omega/(2\pi c)$ and $h/(4\pi^2)=\hbar^2/h$,
\begin{equation}
W^2=\frac{2hcDa^2}{4\pi^2c^2\mu}=\frac{2D\hbar^2a^2}{\mu hc}=4DX .
\label{eq:W}
\end{equation}

Put $k=\sqrt{D/X}$, so that $W=2kX$, and expand the square:
\begin{equation}
\frac HX=-\frac{d^2}{dq^2}+k^2-2k^2e^{-q}+k^2e^{-2q}.
\label{eq:HX}
\end{equation}
Define $A_s=d/dq+w$ with $w=s-ke^{-q}$. Its adjoint is $A_s^\dagger=-d/dq+w$. Acting on a function $f$,
\begin{equation}
A_s^\dagger A_sf=-f''-(wf)'+wf'+w^2f=-f''+(w^2-w')f .
\end{equation}
The opposite order changes the sign of $w'$. Since $w'=ke^{-q}$ and $w^2=s^2-2ske^{-q}+k^2e^{-2q}$,
\begin{align}
A_s^\dagger A_s&=-\frac{d^2}{dq^2}+s^2-(2s+1)ke^{-q}+k^2e^{-2q},\label{eq:AdA}\\
A_sA_s^\dagger&=-\frac{d^2}{dq^2}+s^2-(2s-1)ke^{-q}+k^2e^{-2q}.\label{eq:AAd}
\end{align}
Comparing \eqref{eq:AdA} with \eqref{eq:HX} requires $2s+1=2k$. With $s_0=k-\tfrac12$,
\begin{equation}
\frac HX=A_{s_0}^\dagger A_{s_0}+k^2-s_0^2 .
\label{eq:fac}
\end{equation}
Because $2s-1=2(s-1)+1$, the exchanged product has the original form with $s$ lowered by one:
\begin{equation}
A_sA_s^\dagger=A_{s-1}^\dagger A_{s-1}+s^2-(s-1)^2 .
\label{eq:ladder}
\end{equation}

The operator $A_s^\dagger A_s$ has no negative eigenvalue. Its eigenvalue zero belongs to the solution of $A_s\phi=0$, namely $\phi=\exp(-sq-ke^{-q})$, which is normalizable for $s>0$. If $A_s^\dagger A_s\psi=\varepsilon\psi$ with $\varepsilon>0$, then $A_s\psi$ is nonzero, since its squared norm is $\varepsilon$ times that of $\psi$, and it is an eigenfunction of $A_sA_s^\dagger$ with the same $\varepsilon$. The converse follows by applying $A_s^\dagger$; no state is lost, because the solution $\exp(sq+ke^{-q})$ of $A_s^\dagger\chi=0$ is not normalizable. The next eigenvalue above zero is therefore the lowest one of \eqref{eq:ladder}, which is $s^2-(s-1)^2$ if $s-1>0$. Repeating the step $v$ times from $s_0$ gives $s_0^2-(s_0-v)^2$. Adding the constant in \eqref{eq:fac},
\begin{equation}
\frac{G(v)}{X}=k^2-\left(k-\tfrac12-v\right)^2
=2k\left(v+\tfrac12\right)-\left(v+\tfrac12\right)^2 ,
\label{eq:levels}
\end{equation}
for $v<k-\tfrac12$. Multiplication by $X$ and $2kX=W$ give \eqref{eq:G}.

\subsection{The overtone}

Equation \eqref{eq:n01} gives $W=\nu_{01}+2X=3490\ \mathrm{cm^{-1}}$. Inserting this in \eqref{eq:n02},
\begin{equation}
\nu_{02}=2(\nu_{01}+2X)-6X=2\nu_{01}-2X .
\label{eq:result}
\end{equation}
Therefore
\begin{equation}
\nu_{02}=6700-140=6560\ \mathrm{cm^{-1}},\qquad
\lambda=\frac{10^7}{6560}\ \mathrm{nm}=1524.4\ \mathrm{nm}.
\end{equation}
The first overtone lies near $1.52\ \mu\mathrm m$. Diagonalizing \eqref{eq:H} on a grid, with $D$ and $X$ as inputs, gives $6560.000\ \mathrm{cm^{-1}}$ for the same interval. The wavelength is the vacuum value; in air it is 0.41 nm shorter. Inside the guide the wavelength is set by the effective index, but the optical frequency at which the bond absorbs is the same.

As $X\to0$ at fixed $\nu_{01}$, the overtone tends to twice the fundamental, at 1492.5 nm. Anharmonicity thus moves the band by 32 nm towards the red. The convention for $X$ matters too. If the quoted 70 were the spacing difference $\nu_{01}-\nu_{12}=2X$, the overtone would be at $6700-70=6630\ \mathrm{cm^{-1}}$, or 1508.3 nm.

\section{Why the line appears, and how strong it is}

A bond absorbs on $0\to2$ if its dipole moment has a matrix element between these states. Write the varying part of the dipole as proportional to $q+\beta q^2$, where $\beta$ measures its curvature. In a harmonic well $q=\sigma(b+b^\dagger)$, with $b$ the lowering operator. The ground-state potential energy $D\sigma^2$ is half of the zero-point energy $W/2$, so $\sigma^2=W/(4D)=X/W$. The operator $q$ then changes $v$ by one, and a linear dipole gives no overtone.

For the Morse well, use $[H,q]=-2X\,d/dq$ and $[H,d/dq]=-V'$, where $V$ is the potential in \eqref{eq:H}. They give $[H,[H,q]]=2XV'$. Between the states 0 and 2 this reads
\begin{equation}
\nu_{02}^2\,q_{02}=2X\,(V')_{02},\qquad V'=2Dq-3Dq^2+\dots
\end{equation}
To leading order in $\sigma$, $\nu_{02}=2W$. With $4DX=W^2$,
\begin{equation}
4W^2q_{02}=W^2q_{02}-\tfrac32W^2(q^2)_{02}
\quad\Rightarrow\quad q_{02}=-\tfrac12(q^2)_{02}.
\end{equation}
The harmonic value $(q^2)_{02}=\sqrt2\,\sigma^2$ suffices here, so the overtone dipole is proportional to $(\beta-\tfrac12)\sqrt2\,\sigma^2$, while the fundamental has $q_{01}=\sigma$. Integrated absorption is proportional to wavenumber times squared dipole element. The ratio of overtone to fundamental is
\begin{equation}
S\simeq2\,\frac{2\sigma^4(\beta-\frac12)^2}{\sigma^2}
=\frac{4X}{W}\left(\beta-\tfrac12\right)^2 .
\label{eq:S}
\end{equation}

For a linear dipole this is $X/W=0.020$; the Morse eigenfunctions on the grid give 0.0204. For $\beta=-\tfrac12$ the estimate is four times larger, and the grid gives 0.084. For $\beta=+\tfrac12$ the two contributions cancel at leading order, and the grid value falls to 0.0001. A moderate curvature of the dipole can therefore quadruple the line or nearly remove it, without moving it. The two numbers given in the problem fix the position but not the strength, and a waveguide loss in dB/cm would also need the bond density and the optical confinement.

\section{Width of the band}

In an amorphous film the bonds have different surroundings. Suppose first that the depth $D$ varies from site to site at fixed $a$ and $\mu$. Then $X$ is fixed and $W$ varies, so \eqref{eq:n01} and \eqref{eq:n02} give $\delta\nu_{02}=2\,\delta\nu_{01}$. If instead $a$ varies by a small fraction $\epsilon$ at fixed $D$ and $\mu$, then $\delta W=\epsilon W$ and $\delta X=2\epsilon X$, and
\begin{equation}
\frac{\delta\nu_{02}}{\delta\nu_{01}}=\frac{2W-12X}{W-4X}
=\frac{6980-840}{3490-280}=1.913 .
\end{equation}
In both cases the overtone is nearly or fully twice as broad as the fundamental in wavenumber.

Take a Gaussian fundamental with a full width at half maximum of $100\ \mathrm{cm^{-1}}$, a rough value, caused by variation of $D$, and let all bonds have equal strength. The overtone width is $200\ \mathrm{cm^{-1}}$, and the half-maximum points lie at 6660 and $6460\ \mathrm{cm^{-1}}$, or 1501.5 and 1548.0 nm. The band is 46.5 nm wide. A signal at 1550 nm is detuned from the centre by $108.4\ \mathrm{cm^{-1}}$, so its absorption relative to the peak is
\begin{equation}
\exp\left[-4\ln2\left(\frac{108.4}{200}\right)^2\right]=0.44 .
\end{equation}
Under these assumptions, moving the operating wavelength from the band centre to 1550 nm removes only about half of the N-H absorption. The figure depends strongly on the assumed width, line shape and band centre. It is 0.04 for an overtone width of $100\ \mathrm{cm^{-1}}$ and 0.70 for $300\ \mathrm{cm^{-1}}$. At $200\ \mathrm{cm^{-1}}$ it runs from 0.20 to 0.74 when the centre moves by 10 nm to either side, which is the uncertainty estimated below.

\section{How far the position can be trusted}

The inputs imply a well depth
\begin{equation}
D=\frac{W^2}{4X}=\frac{3490^2}{280}\ \mathrm{cm^{-1}}\simeq43\,500\ \mathrm{cm^{-1}},
\end{equation}
which is 5.39 eV. A rough energy for breaking a real N-H bond is 4.7 eV. Counted from the bottom of the well, the depth is larger, because part of the zero-point energy is lost with the bond. The stretch contributes $G(0)=1727.5\ \mathrm{cm^{-1}}$, or 0.21 eV, which gives 4.9 eV. To reach 5.39 eV, the two bending motions lost with the bond would need wavenumbers adding up to about $7700\ \mathrm{cm^{-1}}$, whereas N-H bends lie below $2000\ \mathrm{cm^{-1}}$ each. With this rough bond energy the depth therefore stays below 5.39 eV. Taking 4.7 eV as the depth therefore overstates the defect in depth. The Morse curve that fits the bottom of the well is too deep at large extension. One way to repair this is to write $y=1-e^{-q}$ and replace $Dy^2$ by $D(y^2+c\,y^4)$. At large extension $y\to1$ and the depth becomes $D(1+c)$, which equals 4.7 eV for $c=-0.129$. The terms in $q^2$ and $q^3$ are unchanged, because $y^4$ starts at $q^4$. Under strong compression $y$ is large and negative, and the negative $c$ turns this curve downwards without limit beyond $q\simeq-1.1$. The corrected potential is therefore used only for $q\ge-1$, with the wavefunctions set to zero beyond; the states needed here are already negligible at that edge.

To leading order level $v$ moves by $cD\langle q^4\rangle_v$. In the harmonic state,
\begin{align}
(b+b^\dagger)^2|v\rangle={}&\sqrt{(v+1)(v+2)}\,|v+2\rangle+(2v+1)|v\rangle\nonumber\\
&+\sqrt{v(v-1)}\,|v-2\rangle .
\end{align}
The squared norm of this vector gives
\begin{equation}
\langle q^4\rangle_v=\sigma^4(6v^2+6v+3),
\end{equation}
that is $3\sigma^4$, $15\sigma^4$ and $39\sigma^4$ for $v=0,1,2$. The measured fundamental must stay at 3350, and restoring it by a change of $W$ moves the overtone twice as far. The net shift is therefore that of $\nu_{02}-2\nu_{01}=G(2)-2G(1)+G(0)$:
\begin{equation}
\delta\nu_{02}\simeq cD\sigma^4(39-30+3)=12c\,\frac{W^2}{4X}\,\frac{X^2}{W^2}=3cX .
\end{equation}
This is $-27\ \mathrm{cm^{-1}}$. Diagonalization with the corrected potential gives $-26.2\ \mathrm{cm^{-1}}$ for this combination of levels, which moves the overtone 6.1 nm to the red. Restoring the fundamental at fixed $c$ raises the depth slightly above 4.7 eV, which is itself a low estimate. The correction is not unique, and the depth fixes neither the size nor the sign of the shift. At the same depth, $c\,y^6$ in place of $c\,y^4$ gives $-7\ \mathrm{cm^{-1}}$, the term $-0.3y^4+0.171y^6$ gives $-52\ \mathrm{cm^{-1}}$, and $0.1y^4-0.229y^6$ gives $+7\ \mathrm{cm^{-1}}$. For one N-H bond of ammonia at the MP2 level, with $a$ fixed by the cubic term, the quartic coefficient is about $+0.1$ (0.09 in cc-pVDZ, 0.10 in cc-pVTZ), which by $3cX$ would shift the overtone to the blue. The present correction therefore serves only as a rough size, in either direction, of the uncertainty from the shape. It applies when $X=70\ \mathrm{cm^{-1}}$ fixes the range $a$ through \eqref{eq:H}, and with it the quadratic and cubic terms of the potential. The quartic term then changes the coefficient of $(v+\tfrac12)^2$ in the levels, to leading order from $X$ to $X(1-\tfrac32c)\simeq83.5\ \mathrm{cm^{-1}}$. If $X$ was instead obtained from a measured overtone through \eqref{eq:result}, that equation returns the measurement and no shape correction is due.

The second uncertainty is the fundamental itself. Differentiating $\lambda=10^7/\nu_{02}$ at fixed $X$ gives
\begin{equation}
\left|\frac{d\lambda}{d\nu_{01}}\right|=\frac{2\lambda}{\nu_{02}}
=\frac{2(1524.4)}{6560}=0.46\ \mathrm{nm}\ \text{per}\ \mathrm{cm^{-1}} .
\end{equation}
If hydrogen bonding or a different film composition lowered the fundamental by $20\ \mathrm{cm^{-1}}$, the overtone would move 9 nm to the red.

Films deposited from hydrogen-bearing gases do show N-H absorption in this part of the spectrum, and annealing at high temperature is used to drive the hydrogen out. Real films also break the assumption of identical, isolated bonds: with the width assumed above, disorder spreads the band over tens of nanometres, more than either shift of the centre estimated here. Coupling between the stretch and bending modes is also left out, and its effect has not been estimated here. Apart from that coupling, the centre is best quoted as $1.52\ \mu\mathrm m$, with an uncertainty of order $0.01\ \mu\mathrm m$ from the two shifts estimated.

\section{Replacing hydrogen by deuterium}

The same formula shows what isotopic substitution does. The electronic potential is unchanged, so $D$ and $a$ are held fixed while the reduced mass rises from $\mu_H$ to $\mu_D$. By \eqref{eq:H} and \eqref{eq:W}, $X$ scales as $1/\mu$ and $W$ as $1/\sqrt\mu$. With $r^2=\mu_H/\mu_D$,
\begin{equation}
\nu_{02}^{(D)}=2Wr-6Xr^2 .
\end{equation}
The reduced mass depends on how freely the nitrogen recoils. A free nitrogen atom gives $4876\ \mathrm{cm^{-1}}$, or 2051 nm. An immovable one gives $4727\ \mathrm{cm^{-1}}$, or 2115 nm. Nitrogen bound to silicon is neither, and the two values are reference cases, not strict bounds. A nitrogen held by springs much softer than the N-H bond is driven above its own resonance and recoils slightly more than a free one, which puts the line at a slightly shorter wavelength than 2051 nm. For the N-H line the choice does not affect the position, because $\nu_{01}$ and $X$ were given directly; it changes only the inferred $a$.

In both limits the first overtone leaves the region around 1550 nm by about 500 nm or more. Higher N-D overtones are not covered by this estimate, and the benefit requires that the deuterium is not accompanied by residual hydrogen. The numerical output lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
input fundamental nu01        3350 cm^-1
input anharmonicity X         70 cm^-1
harmonic wavenumber W         3490 cm^-1
Morse depth D                 43500 cm^-1
Morse depth D                 5.39 eV
k = sqrt(D/X)                 24.929
number of bound levels        25
range parameter a (free N)    19.76 nm^-1
level v=0: formula, grid     1727.5, 1727.5 cm^-1
level v=1: formula, grid     5077.5, 5077.5 cm^-1
level v=2: formula, grid     8287.5, 8287.5 cm^-1
level v=3: formula, grid     11357.5, 11357.5 cm^-1
overtone nu02, formula        6560 cm^-1
overtone nu02, grid           6560.000 cm^-1
overtone vacuum wavelength    1524.4 nm
twice fundamental, no X       1492.5 nm
if 3350 were W                1592.4 nm
if 70 were 2X                 1508.3 nm
shift per cm^-1 of nu01       0.46 nm
overtone/fund. shift, D vary  2.000
overtone/fund. shift, a vary  1.913
rough fundamental FWHM        100 cm^-1
overtone FWHM                 200 cm^-1
half-maximum, short side      1501.5 nm
half-maximum, long side       1548.0 nm
overtone FWHM                 46.5 nm
1550 nm detuning from centre  108.4 cm^-1
absorption at 1550 nm / peak  0.44
rough N-H well depth          4.7 eV
quartic coefficient / D       -0.129
shape shift of overtone       -26.2 cm^-1
shape shift of overtone       6.1 nm
strength/fund., linear dipole 0.0204
same, dipole q+0.5q^2         0.0001
same, dipole q-0.5q^2         0.084335
temperature                   300 K
v=1/v=0 population ratio      1.1e-07
hot band 1->3                 6280 cm^-1
hot band 1->3                 1592.4 nm
rough refractive index of air 1.00027
vacuum minus air wavelength   0.41 nm
N-D overtone, free N          4876 cm^-1
N-D overtone, free N          2051 nm
N-D overtone, immovable N     4727 cm^-1
N-D overtone, immovable N     2115 nm
\end{verbatim}
